# Two derivations of the Bohr–Weisskopf correction for a single-nucleon moment, part 1

(Sections cited here and not found follow in the later parts.)

In hydrogen-like \(^{209}\)Bi\(^{82+}\), modelled as a 1s Dirac electron bound to a uniformly charged sphere and coupled to one \(h_{9/2}\) proton, a nuclear moment made purely of an isotropically spread spin would lose the fraction 0.0255 of its hyperfine coupling because of its finite extent, and a moment made purely of orbital current would lose 0.0161. The proton carries both kinds of magnetism, and one would expect a loss between these two numbers. The model gives 0.0129 when the spin \(g\) factor is adjusted to a moment of 4.1 nuclear magnetons, and only 0.0023 when the free-proton \(g\) factor is used. Both values lie below the smaller of the two numbers. A neutron in the lowest, nodeless \(p_{1/2}\) orbit of the same nuclear well errs the other way: it has spin magnetism only, its isotropic spin loss would be 0.0107, and its actual loss is 0.0190. The fractional loss \(\varepsilon\) is the Bohr–Weisskopf correction, and these numbers show that it is not a simple average of a spin value and an orbital value. The weights can be negative, and a third term measures how the spin density is correlated with direction on the orbit.

## The model and the quantity to be computed

Gaussian units are used. The electron has mass \(m\) and charge \(-e\), with \(e^2=\alpha\hbar c\); the reduced Compton wavelength is \(\lambda_C=\hbar/mc\), and the nuclear magneton is \(\mu_N=e\hbar/2m_pc\). All angular momentum operators are in units of \(\hbar\). The electron coordinate is \(\mathbf r=r\hat{\mathbf r}\) and the nucleon coordinate is \(\mathbf R=R\,\mathbf n\).

The electron is in a bound Dirac state of the spherical electrostatic potential \(V(r)\) of the extended nuclear charge,
\[ \psi=\begin{pmatrix} g(r)\,\Omega_{\kappa m}\\ i f(r)\,\Omega_{-\kappa m}\end{pmatrix},\qquad \int_0^\infty (g^2+f^2)\,r^2dr=1, \]
with real \(g\) and \(f\), \(j=|\kappa|-\tfrac12\) and \(\boldsymbol\sigma\cdot\mathbf l\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}\). The operator \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\) commutes with \(\mathbf j\), is odd under parity and has \(\sigma_r^2=1\). It therefore maps \(\Omega_{\kappa m}\) onto the only spinor with the same \(j,m\) and opposite parity, which is \(\Omega_{-\kappa m}\), with a factor of modulus one. With Condon–Shortley phases the factor is \(-1\), so \(\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}\); the program asserts this on explicit spinors.

The nuclear spin \(I\) and the moment \(\mu\) are carried by one point-like nucleon in the state \(\Psi=R^{-1}u(R)\,|L\tfrac12 IM\rangle\), with \(\int u^2dR=1\). For given \(I\) the two possible values \(L=I\pm\tfrac12\) have opposite parity, so \(L\) is sharp. The remaining nucleons form an inert spherical core that does not recoil. The nucleon has spin moment \(g_S\mu_N\mathbf s\) and carries the charge \(g_Le\) (\(g_L=1\) for a proton, 0 for a neutron) with velocity \(\mathbf P/m_p\). This velocity is exact for a local, momentum-independent potential; the extra velocity that a spin–orbit potential would add is excluded here and discussed with the assumptions. The interaction \(H\) is taken to first order. Diagonal matrix elements involve stationary currents only, so the field is magnetostatic and there is no retardation.

On the \((2I+1)(2j+1)\) product states \(|M,m\rangle\), \(H\) is a rotational scalar. The dipole constant \(A\) is the coefficient of \(\mathbf I\cdot\mathbf J\) in it, extracted by a trace. Since \(\mathrm{Tr}(I_xI_z)=\mathrm{Tr}(I_yI_z)=0\), one has \(\mathrm{Tr}(\mathbf I\cdot\mathbf J\,I_zJ_z)=\sum_MM^2\sum_mm^2\), and
\[ A=\frac{\sum_{M,m}Mm\,\langle M,m|H|M,m\rangle}{\sum_M M^2\sum_m m^2}. \tag{1} \]
For \(j=\tfrac12\) every electron operator is a combination of \(1\) and \(\mathbf J\), so the scalar \(H\) is a constant plus \(A\,\mathbf I\cdot\mathbf J\). The eigenvalues of \(\mathbf I\cdot\mathbf J=\tfrac12[F(F+1)-I(I+1)-\tfrac34]\) are \(I/2\) and \(-(I+1)/2\) for \(F=I\pm\tfrac12\), and the whole splitting is \(\Delta E=A(I+\tfrac12)\). If both \(j\) and \(I\) exceed \(\tfrac12\), \(H\) can also contain tensors of higher rank, and (1) then defines only the dipole part. The double sum in (1) can be carried out over \(m\) first or over \(M\) first. The two derivations differ in this choice and in the methods that follow from it.

Two lemmas serve both.

**Projection theorem.** Let \(\mathbf V\) be a vector operator, \([I_a,V_b]=i\epsilon_{abc}V_c\), restricted to one multiplet. The commutation rule gives \([I_+,V_+]=0\) and \([I_-,V_+]=-2V_z\), and \(V_+\) raises \(M\) by one. The first relation, between \(\langle M+2|\) and \(|M\rangle\), reads \(\langle M+2|I_+|M+1\rangle\langle M+1|V_+|M\rangle=\langle M+2|V_+|M+1\rangle\langle M+1|I_+|M\rangle\). The ratio of the matrix elements of \(V_+\) and \(I_+\) is thus the same number \(c\) at every step of the ladder, and \(V_+=cI_+\). The second relation gives \(V_z=-\tfrac c2[I_-,I_+]=cI_z\), and \(V_-\) follows likewise. Hence \(\mathbf V=c\mathbf I\), and multiplying by \(\mathbf I\) fixes \(c\):
\[ \langle M|V_z|M\rangle=M\,\frac{\langle\mathbf I\cdot\mathbf V\rangle}{I(I+1)}. \tag{2} \]

**Form of a rank-1 density.** Let \(\hat{\mathbf w}(\mathbf x)\) be a vector density operator, and let \(T_{ai}(\mathbf x)=\mathrm{Tr}[I_a\hat w_i(\mathbf x)]\), the trace running over a multiplet of definite parity. The trace is unchanged by rotations and reflections, so \(T_{ai}\) must be invariant under those that leave the point \(\mathbf x\) fixed. A rotation by \(\pi\) about \(\hat{\mathbf x}\) removes the components with one index along \(\hat{\mathbf x}\) and one across it, and the remaining rotations about \(\hat{\mathbf x}\) leave three structures: \(\delta_{ai}\), \(\hat x_a\hat x_i\) and \(\epsilon_{aik}\hat x_k\), with coefficients depending on \(|\mathbf x|\). Under a reflection in a plane containing \(\hat{\mathbf x}\) the first two behave as true tensors and the third changes sign. The angular momentum is an axial vector. If \(\hat{\mathbf w}\) is polar (a current), \(T\) is a pseudotensor and only \(\epsilon_{aik}\hat x_k\) survives; if \(\hat{\mathbf w}\) is axial (a magnetization), only \(\delta_{ai}\) and \(\hat x_a\hat x_i\) survive. Setting \(a=z\): the weighted sum \(\sum_MM\,\mathbf w_M(\mathbf x)\) is proportional to \(\hat{\mathbf z}\times\hat{\mathbf x}\) for a current and is a combination of \(\hat{\mathbf z}\) and \(\hat x_z\hat{\mathbf x}\) for a magnetization. The rank-1 part of the density in the state \(M\) is defined as \(M\sum_{M'}M'\mathbf w_{M'}/\sum_{M'}M'^2\). By (1), replacing the densities of one partner by their rank-1 parts leaves \(A\) unchanged.

One electron matrix element is also common to both. With \(\varphi=g\Omega_{\kappa m}\) and \(\chi=if\Omega_{-\kappa m}=-if\sigma_r\Omega_{\kappa m}\),
\[ \psi^\dagger\boldsymbol\alpha\psi=2\,\mathrm{Re}(\varphi^\dagger\boldsymbol\sigma\chi)=-2gf\,\mathrm{Re}\,(i\,\Omega^\dagger\boldsymbol\sigma\sigma_r\Omega). \]
The Pauli algebra gives \(\sigma_i\sigma_r=\hat r_i+i\epsilon_{ijk}\hat r_j\sigma_k\), so \(i\boldsymbol\sigma\sigma_r=i\hat{\mathbf r}-\hat{\mathbf r}\times\boldsymbol\sigma\). The first term has an imaginary expectation value and drops out of the real part, leaving
\[ \psi^\dagger\boldsymbol\alpha\psi=2gf\;\hat{\mathbf r}\times(\Omega^\dagger\boldsymbol\sigma\Omega). \tag{3} \]
Then \(\hat{\mathbf r}\times\psi^\dagger\boldsymbol\alpha\psi=2gf\,\Omega^\dagger[\hat{\mathbf r}\sigma_r-\boldsymbol\sigma]\Omega\), and both terms are vector operators under \(\mathbf j\). Because \(\mathbf l\cdot\hat{\mathbf r}=0\), \(\mathbf j\cdot\hat{\mathbf r}\,\sigma_r=\tfrac12\sigma_r^2=\tfrac12\). Also \(\mathbf j\cdot\boldsymbol\sigma=\mathbf l\cdot\boldsymbol\sigma+\tfrac32=\tfrac12-\kappa\). The difference is \(\kappa\), and with \(j(j+1)=(4\kappa^2-1)/4\), equation (2) gives
\[ \oint(\hat{\mathbf r}\times\psi^\dagger\boldsymbol\alpha\psi)_z\,d\Omega=2gf\,\frac{\kappa m}{j(j+1)}=\frac{8\kappa m}{4\kappa^2-1}\,gf. \tag{4} \]

## First derivation: the nucleon in the field of the electron

The electron couples through \(c\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A/c)\), so \(H=e\boldsymbol\alpha\cdot\mathbf A_{\rm nuc}(\mathbf r)\), where the nucleon at \(\mathbf R\) produces
\[ \mathbf A_{\rm nuc}(\mathbf r)=g_S\mu_N\frac{\mathbf s\times(\mathbf r-\mathbf R)}{|\mathbf r-\mathbf R|^3}+\frac{g_Le}{2m_pc}\left(\mathbf P\frac1{|\mathbf r-\mathbf R|}+\frac1{|\mathbf r-\mathbf R|}\mathbf P\right). \]
Take the electron expectation value first. With \(\mathbf j_e=-ec\,\psi^\dagger\boldsymbol\alpha\psi\) it is \(-c^{-1}\int\mathbf j_e\cdot\mathbf A_{\rm nuc}\,d^3r\). In the orbital term, \(\mathbf P\) acts on \(\mathbf R\) and comes out of the \(\mathbf r\) integral, which leaves \(\mathbf A_e(\mathbf R)=c^{-1}\int\mathbf j_e\,d^3r/|\mathbf r-\mathbf R|\). In the spin term the cyclic property of the triple product gives \(\mathbf j_e\cdot[\mathbf s\times(\mathbf r-\mathbf R)]=\mathbf s\cdot[(\mathbf r-\mathbf R)\times\mathbf j_e]=\mathbf s\cdot[\mathbf j_e\times(\mathbf R-\mathbf r)]\), which is the Biot–Savart integrand of \(\mathbf B_e=\nabla\times\mathbf A_e\). The singularity \(|\mathbf r-\mathbf R|^{-2}\) is integrable in three dimensions, so no contact term has to be added by hand. What remains is an operator on the nucleon:
\[ H_N=-g_S\mu_N\,\mathbf s\cdot\mathbf B_e(\mathbf R)-\frac{g_Le}{2m_pc}\,(\mathbf P\cdot\mathbf A_e+\mathbf A_e\cdot\mathbf P). \tag{5} \]

By the second lemma, the rank-1 part of the electron density is \(\psi^\dagger\boldsymbol\alpha\psi\to C\,gf\,\hat{\mathbf z}\times\hat{\mathbf r}\), where (3) shows that the radial factor is \(gf\). The constant follows from (4), which is already linear in \(m\) and is therefore unchanged by the projection. Since \([\hat{\mathbf r}\times(\hat{\mathbf z}\times\hat{\mathbf r})]_z=\sin^2\theta\) and \(\oint\sin^2\theta\,d\Omega=8\pi/3\),
\[ C=\frac{3}{8\pi}\,\frac{8\kappa m}{4\kappa^2-1}=\frac{3\kappa m}{\pi(4\kappa^2-1)}. \]
For \(j=\tfrac12\) this is the full current: the only other rank is zero, a rank-0 vector field must be radial, and (3) has no radial component. For \(p_{3/2}\), \(m=\tfrac32\), the spinor is \(Y_{11}\) times spin up, \(\Omega^\dagger\boldsymbol\sigma\Omega\propto\sin^2\theta\,\hat{\mathbf z}\), and the current goes as \(\sin^3\theta\); only the weighted sum over \(m\) has the \(\sin\theta\) form. The program asserts the value of \(C\) for \(\kappa=-1,+1,-2\), the pure \(\sin\theta\) form for \(|\kappa|=1\), and its absence for the stretched \(p_{3/2}\) state.

The current is divided into spherical shells. A shell of radius \(r\) and thickness \(dr\) has the moment
\[ dm\,\hat{\mathbf z}=\frac1{2c}\oint\mathbf r\times\mathbf j_e\,r^2d\Omega\,dr,\qquad dm=-\frac{4\pi}{3}\,eC\,gf\,r^3dr, \]
where the factor is \(\tfrac12\cdot 8\pi/3\). Its potential needs \(\oint\hat{\mathbf r}\,d\Omega/|\mathbf r-\mathbf R|\). In the expansion \(|\mathbf r-\mathbf R|^{-1}=\sum_l(r_<^l/r_>^{l+1})P_l(\hat{\mathbf r}\cdot\mathbf n)\), the components of \(\hat{\mathbf r}\) across \(\mathbf n\) vanish in the azimuthal integral about \(\mathbf n\), and the component along \(\mathbf n\) is \(P_1\), which is orthogonal to all \(P_l\) but itself, with \(\oint P_1^2d\Omega=4\pi/3\). The integral is \((4\pi/3)(r_</r_>^2)\,\mathbf n\). Writing \(r_</r_>^2=rR/r_>^3\),
\[ d\mathbf A_e=-eC\,gf\,r^2dr\,\frac{4\pi}{3}\frac{rR}{r_>^3}\,\hat{\mathbf z}\times\mathbf n=\frac{dm}{r_>^3}\,\hat{\mathbf z}\times\mathbf R . \]
Summing the shells inside and outside the nucleon,
\[ \mathbf A_e=a_e(R)\,\hat{\mathbf z}\times\mathbf R,\qquad a_e(R)=\frac1{R^3}\int_0^Rdm+\int_R^\infty\frac{dm}{r^3}. \]
For the curl, \(\nabla\times(\hat{\mathbf z}\times\mathbf R)=\hat{\mathbf z}\,\nabla\cdot\mathbf R-\partial_z\mathbf R=2\hat{\mathbf z}\) and \(\nabla a_e=a_e'\mathbf n\), so
\[ \nabla\times(a_e\,\hat{\mathbf z}\times\mathbf R)=2a_e\hat{\mathbf z}+Ra_e'\,(\hat{\mathbf z}-n_z\mathbf n). \]
In \(a_e'\) the two terms from the limits of integration cancel, and \(Ra_e'=-3R^{-3}\int_0^Rdm\). Collecting the terms that contain the inner integral, \(2\hat{\mathbf z}-3\hat{\mathbf z}+3n_z\mathbf n\),
\[ \mathbf B_e=2\hat{\mathbf z}\int_R^\infty\frac{dm}{r^3}+(3n_z\mathbf n-\hat{\mathbf z})\frac1{R^3}\int_0^Rdm . \]
Shells outside the nucleon give a uniform field, and shells inside it give a dipole field.

At the centre only the first term exists:
\[ B_0=2\int_0^\infty\frac{dm}{r^3}=-\frac{8\pi}{3}eCN=-e\,\frac{8\kappa m}{4\kappa^2-1}\,N,\qquad N=\int_0^\infty gf\,dr. \]
Each shell obeys \(dm/r^3=\tfrac12B_0\,gf\,dr/N\). This suggests the three kernels
\[ K_S(R)=\frac1N\int_0^R gf\,dr,\qquad K_A(R)=\frac1N\int_0^R\frac{r^3}{R^3}\,gf\,dr, \]
\[ K_L(R)=\frac1N\int_0^R\Big(1-\frac{r^3}{R^3}\Big)gf\,dr=K_S-K_A . \tag{6} \]
The outer integral is \(\tfrac12B_0(1-K_S)\) and the inner one, divided by \(R^3\), is \(\tfrac12B_0K_A\). Therefore
\[ \mathbf A_e=\tfrac12B_0(1-K_L)\,\hat{\mathbf z}\times\mathbf R,\qquad \mathbf B_e=B_0\big[(1-K_S)\hat{\mathbf z}+\tfrac12K_A(3n_z\mathbf n-\hat{\mathbf z})\big]. \tag{7} \]
A spin at \(R\) loses, in its isotropic coupling, everything that the inner shells would have supplied at the centre, because a dipole field averages to zero over directions. An orbiting charge couples to the flux through its orbit, and an inner shell still sends through it a fraction \(r^3/R^3\) of the flux that its central field, if uniform, would send; this is why \(K_L(R)\) is smaller than \(K_S(R)\) as long as \(gf/N\) is positive at all radii below \(R\). The program evaluates \(\mathbf A_e\) and \(\mathbf B_e\) by direct Biot–Savart quadrature centred on the field point and asserts agreement with (7) to \(2\times10^{-6}\) in units of \(B_0\) (of \(B_0R\) for the potential) at 3, 6 and 9 fm, for 1s, 2s and 2p\(_{1/2}\).

In the orbital term of (5), \((\hat{\mathbf z}\times\mathbf R)\cdot\mathbf P=\hat{\mathbf z}\cdot(\mathbf R\times\mathbf P)=\hbar L_z\). The other ordering gives the same, because \(\nabla\cdot\mathbf A_e=a_e'\mathbf n\cdot(\hat{\mathbf z}\times\mathbf R)+a_e\nabla\cdot(\hat{\mathbf z}\times\mathbf R)=0\). The two orderings together cancel the factor \(\tfrac12\) in (7), and (5) becomes
\[ H_N=-\mu_NB_0\Big\{g_LL_z(1-K_L)+g_S\big[s_z(1-K_S)+\tfrac12K_A\,(3n_z\,\mathbf n\cdot\mathbf s-s_z)\big]\Big\}. \tag{8} \]
The braces contain the \(z\) component of a vector operator, so by (2) the energy is proportional to \(M\), it equals \(AMm\), and it suffices to evaluate \(M=I\). Nothing about the nuclear state has been used up to here.

The single-particle state factorizes, so each term is an angular expectation value times \(\langle K\rangle=\int u^2K\,dR\). For \(\langle s_z\rangle\), use \(\mathbf I\cdot\mathbf s=\tfrac12[I(I+1)+\tfrac34-L(L+1)]\). For \(L=I-\tfrac12\), \(L(L+1)=I^2-\tfrac14\) and \(\mathbf I\cdot\mathbf s=(I+1)/2\). For \(L=I+\tfrac12\), \(L(L+1)=I^2+2I+\tfrac34\) and \(\mathbf I\cdot\mathbf s=-I/2\). At \(M=I\) equation (2) divides by \(I+1\):
\[ \langle s_z\rangle=\tfrac12\ \ (I=L+\tfrac12),\qquad \langle s_z\rangle=-\frac{I}{2(I+1)}\ \ (I=L-\tfrac12). \tag{9} \]
For the tensor term, \(\mathbf L\cdot\mathbf n=0\) gives \(\mathbf I\cdot\mathbf n\,(\mathbf n\cdot\mathbf s)=(\mathbf n\cdot\mathbf s)^2=\tfrac14\), hence \(\langle n_z\,\mathbf n\cdot\mathbf s\rangle=1/[4(I+1)]\) for both couplings. Define the spin-asymmetry factor
\[ \xi=-\frac{\langle3n_z\,\mathbf n\cdot\mathbf s-s_z\rangle}{2\langle s_z\rangle}=\frac12-\frac{3}{8(I+1)\langle s_z\rangle}. \]
For \(I=L+\tfrac12\) this is \(\tfrac12-\tfrac{3}{4(I+1)}\), and for \(I=L-\tfrac12\) it is \(\tfrac12+\tfrac3{4I}\):
\[ \xi=\frac{2I-1}{4(I+1)}\ \ (I=L+\tfrac12),\qquad \xi=\frac{2I+3}{4I}\ \ (I=L-\tfrac12). \tag{10} \]
An \(s_{1/2}\) nucleon has \(\xi=0\), as its isotropic density requires; a \(p_{1/2}\) nucleon has \(\xi=2\); both branches tend to \(\tfrac12\) at large \(I\).

The nucleon's energy in the electron's field is now the operator (8), and (9) and (10) give the angular factors for a single-particle state. It remains to take the expectation value and so find \(\varepsilon\), to derive it again from the nucleon's field, and to work out the bismuth example.
